# Diatomic chain: one-phonon intensities and the relative sign of scattering lengths: verification in Python

```python
"""One-phonon scattering from a diatomic ring at zero temperature.

Result under test: with Q = q + 2 pi h/a, s = (-1)^h, the intensity per cell is
  I_j = Q^2 G_j / (2 w_j)                         (atomic units)
  G_ac, G_op = [S +/- (P + 4 s c B1 B2 / R)] / 2
  S = B1^2/m1 + B2^2/m2,  P = (m1-m2)(B1^2/m1 - B2^2/m2)/R
  c = cos(q a/2),  R^2 = (m1-m2)^2 + 4 m1 m2 c^2
  B_k = b_k exp(-Q^2 U_k/2),  U_k = mean square displacement of atom k.
Changing the sign of b2 reverses the intensity ranking of the branches iff
  X > |P + rho S|,  X = 4 c |B1 B2|/R,  rho = (w_op-w_ac)/(w_op+w_ac).
Masses are in u, lengths in angstrom, energies in eV, b in units of b1.
The variable x is q a/pi, between 0 and 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

HB2 = sc.hbar**2 / sc.atomic_mass / sc.e * 1e20   # hbar^2/u in eV angstrom^2
m1, m2, K, a, N = 20.0, 60.0, 3.0, 4.0, 100
b1, b2_size = 1.0, 0.6
M, mu = m1 + m2, m1 * m2 / (m1 + m2)


def branches(x, ma=m1, mb=m2):
    c = np.cos(np.pi * x / 2)
    R = np.sqrt((ma - mb)**2 + 4 * ma * mb * c**2)
    E_ac = np.sqrt(4 * HB2 * K * np.sin(np.pi * x / 2)**2 / (ma + mb + R))
    E_op = np.sqrt(HB2 * K * (ma + mb + R) / (ma * mb))
    return c, R, E_ac, E_op


def mean_squares(cells):
    """Zero-point mean squares for an even number of cells, uniform mode omitted."""
    n = np.arange(-(cells // 2) + 1, cells // 2 + 1)
    c, R, E_ac, E_op = branches(2 * n / cells)
    cos2 = (m1 - m2) / R
    inv_ac = np.zeros(cells)
    inv_ac[n != 0] = 1 / E_ac[n != 0]
    U1 = np.sum((1 + cos2) / 2 * inv_ac + (1 - cos2) / 2 / E_op)
    U2 = np.sum((1 - cos2) / 2 * inv_ac + (1 + cos2) / 2 / E_op)
    return HB2 * U1 / (2 * m1 * cells), HB2 * U2 / (2 * m2 * cells)


U1, U2 = mean_squares(N)


def ranking_terms(x, B1, B2, ma=m1, mb=m2):
    c, R, E_ac, E_op = branches(x, ma, mb)
    S = B1**2 / ma + B2**2 / mb
    P = (ma - mb) * (B1**2 / ma - B2**2 / mb) / R
    X = 4 * c * abs(B1 * B2) / R
    rho = (E_op - E_ac) / (E_op + E_ac)
    return S, P, X, rho


def damped(h, x, b2):
    Q = (2 * h + x) * np.pi / a
    return Q, b1 * np.exp(-Q**2 * U1 / 2), b2 * np.exp(-Q**2 * U2 / 2)


def closed_strengths(h, x, B1, B2):
    S, P, X, rho = ranking_terms(x, B1, B2)
    signed = P + (-1)**h * np.sign(B1 * B2) * X
    return np.array([S + signed, S - signed]) / 2


def closed_intensities(h, x, b2):
    Q, B1, B2 = damped(h, x, b2)
    energies = np.array(branches(x)[2:])
    return HB2 * Q**2 * closed_strengths(h, x, B1, B2) / (2 * energies)


# Real-space ring: all vibrations from the full force-constant matrix.
atoms = 2 * N
mass = np.tile([m1, m2], N)
hessian = 2 * K * np.eye(atoms)
for i in range(atoms):
    j = (i + 1) % atoms
    hessian[i, j] -= K
    hessian[j, i] -= K
w2, vec = np.linalg.eigh(hessian / np.sqrt(np.outer(mass, mass)))
ring_E, vec = np.sqrt(HB2 * w2[1:]), vec[:, 1:]
nodes, weights = np.polynomial.hermite.hermgauss(24)


def site_positions(d):
    return np.repeat(np.arange(N), 2) * a + np.tile([0, d * a], N)


def select(x):
    return [np.abs(ring_E / E - 1) < 1e-6 for E in branches(x)[2:]]


def ring_intensities(h, x):
    """Both signs of b2, from oscillator wave-function integrals."""
    Q = (2 * h + x) * np.pi / a
    kappa = Q * vec * np.sqrt(HB2 / np.outer(mass, ring_E))
    waves = np.exp(1j * kappa[:, :, None] * nodes)
    stay = waves @ (weights / np.sqrt(np.pi))
    excite = waves @ (weights * np.sqrt(2) * nodes / np.sqrt(np.pi))
    matrix = excite / stay * stay.prod(axis=1)[:, None]
    phase = np.exp(1j * Q * site_positions(0.5))
    out = []
    for b2 in (b2_size, -b2_size):
        amp = (np.tile([b1, b2], N) * phase) @ matrix
        out.append([np.sum(abs(amp[k])**2) / N for k in select(x)])
    return np.array(out)


def ring_strengths(h, x, b2, d=0.5):
    """Undamped strengths from real-space vibrations, atom 2 at d*a."""
    Q = (2 * h + x) * np.pi / a
    source = np.tile([b1, b2], N) * np.exp(1j * Q * site_positions(d))
    amp = (source / np.sqrt(mass)) @ vec
    return np.array([np.sum(abs(amp[k])**2) / N for k in select(x)])


# Intensities against the many-oscillator definition.
largest_error = 0.0
for h in range(5):
    for x in (0.02, 0.3, 1.0):
        numeric = ring_intensities(h, x)
        formula = np.array([closed_intensities(h, x, b)
                            for b in (b2_size, -b2_size)])
        error = np.max(abs(numeric - formula)) / np.max(formula)
        largest_error = max(largest_error, error)
assert largest_error < 1e-8

# Zone shift, its failure away from the midpoint, and the sum rule.
for h in range(4):
    flipped = ring_strengths(h, 0.3, -b2_size)
    shifted = ring_strengths(h + 1, 0.3, b2_size)
    assert np.allclose(flipped, shifted, rtol=1e-8, atol=1e-12)
    assert np.isclose(flipped.sum(), b1**2 / m1 + b2_size**2 / m2, rtol=1e-9)
off_a = ring_strengths(0, 0.3, -b2_size, d=0.4)
off_b = ring_strengths(1, 0.3, b2_size, d=0.4)
assert np.max(abs(off_a - off_b)) > 0.01 * off_a.sum()


def cell_solution(x, s, B1, B2, ma, mb):
    """Frequencies (K = 1) and strengths from numerical 2 by 2 diagonalization."""
    off = -2 * np.cos(np.pi * x / 2) / np.sqrt(ma * mb)
    val, e = np.linalg.eigh(np.array([[2 / ma, off], [off, 2 / mb]]))
    G = (B1 * e[0] / np.sqrt(ma) + s * B2 * e[1] / np.sqrt(mb))**2
    return np.sqrt(val), G


# Zone-centre limits, boundary independence, exact exchange, cubic law.
for s in (1, -1):
    G = cell_solution(1e-4, s, b1, b2_size, m1, m2)[1]
    limit = [(b1 + s * b2_size)**2 / M, mu * (b1 / m1 - s * b2_size / m2)**2]
    assert np.allclose(G, limit, rtol=1e-5)
edge = [cell_solution(1.0, s, b1, b2_size, m1, m2)[1] for s in (1, -1)]
assert np.allclose(edge[0], edge[1], rtol=1e-10, atol=1e-14)
balanced = np.sqrt(m2 / m1)
pair = [cell_solution(0.4, s, 1.0, balanced, m1, m2)[1] for s in (1, -1)]
assert np.allclose(pair[0], pair[1][::-1], rtol=1e-9, atol=1e-14)
small = []
for x in (0.02, 0.04):
    freq, G = cell_solution(x, -1, 1.0, 1.0, m1, m2)
    small.append(G[0] / freq[0])
cubic_power = np.log2(small[1] / small[0])
assert abs(cubic_power - 3) < 0.02

# Ranking criterion against direct diagonalization on random chains.
rng = np.random.default_rng(7)
reversed_count, trials = 0, 2000
for _ in range(trials):
    ma, mb = rng.uniform(10, 100, 2)
    B1, B2 = rng.uniform(0.1, 1.0, 2)
    x = rng.uniform(0.02, 0.99)
    acoustic_wins = []
    for s in (1, -1):
        freq, G = cell_solution(x, s, B1, B2, ma, mb)
        acoustic_wins.append(G[0] / freq[0] > G[1] / freq[1])
    S, P, X, rho = ranking_terms(x, B1, B2, ma, mb)
    reverses = acoustic_wins[0] != acoustic_wins[1]
    assert reverses == (X > abs(P + rho * S))
    if reverses:
        assert acoustic_wins[0]
        reversed_count += 1
assert 100 < reversed_count < trials - 100


# Interval of reversal in zone h = 1, checked on the many-oscillator ring.
def margin(x):
    Q, B1, B2 = damped(1, x, b2_size)
    S, P, X, rho = ranking_terms(x, B1, B2)
    return X - abs(P + rho * S)


low, high = brentq(margin, 1e-3, 0.3), brentq(margin, 0.3, 1.0)
for x in (0.02, 0.04, 0.06, 0.1, 0.3, 0.5, 0.7, 0.8, 0.9, 1.0):
    I = ring_intensities(1, x)
    reverses = (I[0, 0] > I[0, 1]) != (I[1, 0] > I[1, 1])
    assert reverses == (low < x < high)

# Growth of the mean squares with ring length.
growth = np.sqrt(HB2) / (np.pi * np.sqrt(2 * K * M))
U_mid, U_long = mean_squares(1000), mean_squares(10000)
for k in range(2):
    assert np.isclose(U_long[k] - U_mid[k], growth * np.log(10), rtol=2e-3)
diff_mid, diff_long = U_mid[0] - U_mid[1], U_long[0] - U_long[1]
assert abs(diff_long - diff_mid) < 1e-3 * abs(diff_long)

x0 = 0.3
c, R, E_ac, E_op = branches(x0)
print(f"masses m1, m2 = {m1:.0f}, {m2:.0f} u")
print(f"K = {K:.1f} eV/A^2, a = {a:.1f} A, cells N = {N}")
print(f"b2/b1 = +/-{b2_size:.1f}; hbar^2/u = {HB2:.6f} eV A^2")
print(f"q a/pi = {x0:.1f}, q = {x0*np.pi/a:.5f} 1/A")
print(f"c = {c:.5f}, R = {R:.4f} u")
print(f"acoustic energy = {E_ac:.6f} eV")
print(f"optic energy = {E_op:.6f} eV")
print(f"U1 = {U1:.6f}, U2 = {U2:.6f} A^2")
Q, B1, B2 = damped(1, x0, b2_size)
S, P, X, rho = ranking_terms(x0, B1, B2)
print(f"h=1: Q = {Q:.5f} 1/A")
print(f"h=1: B1/b1 = {B1:.6f}, |B2|/b1 = {B2:.6f}")
print(f"h=1: S = {S:.6f}, P = {P:.6f} b1^2/u")
print(f"h=1: X = {X:.6f} b1^2/u, rho = {rho:.5f}")
print(f"h=1: |P+rho S| = {abs(P+rho*S):.6f} b1^2/u")
for sign in (1, -1):
    G = closed_strengths(1, x0, B1, sign * B2)
    print(f"h=1, b2 sign {sign:+d}: G_ac, G_op = "
          f"{G[0]:.6f}, {G[1]:.6f} b1^2/u")
print("Intensities per cell divided by b1^2 (dimensionless):")
for sign in (1, -1):
    for h in range(5):
        I = closed_intensities(h, x0, sign * b2_size)
        assert (I[0] > I[1]) == ((-1)**h * sign > 0)
        print(f"b2 sign {sign:+d}, h={h}, Q={(2*h+x0)*np.pi/a:.4f} 1/A: "
              f"ac {I[0]:.6f}, op {I[1]:.6f}")
print(f"h=1 reversal interval: {low:.4f} < q a/pi < {high:.4f}")
for x in (0.02, 1.0):
    for sign in (1, -1):
        I = closed_intensities(1, x, sign * b2_size)
        print(f"h=1, q a/pi={x:.2f}, b2 sign {sign:+d}: "
              f"ac {I[0]:.6f}, op {I[1]:.6f}")
print(f"N=1000: U1, U2 = {U_mid[0]:.6f}, {U_mid[1]:.6f} A^2")
print(f"N=10000: U1, U2 = {U_long[0]:.6f}, {U_long[1]:.6f} A^2")
print(f"growth of U per unit ln N = {growth:.7f} A^2")
print(f"U1-U2 at N=1000, 10000: {diff_mid:.7f}, {diff_long:.7f} A^2")
Q4 = (8 + x0) * np.pi / a
print(f"ring recoil energy at h=4 = {HB2*Q4**2/(2*N*M):.2e} eV")
print(f"small-q power for equal |B| = {cubic_power:.4f}")
print(f"random chains reversed: {reversed_count} of {trials}")
print(f"largest relative intensity error = {largest_error:.1e}")
print("verified")
```

Running it gives:

```
masses m1, m2 = 20, 60 u
K = 3.0 eV/A^2, a = 4.0 A, cells N = 100
b2/b1 = +/-0.6; hbar^2/u = 0.004180 eV A^2
q a/pi = 0.3, q = 0.23562 1/A
c = 0.89101, R = 73.5574 u
acoustic energy = 0.008205 eV
optic energy = 0.040059 eV
U1 = 0.006054, U2 = 0.004669 A^2
h=1: Q = 1.80642 1/A
h=1: B1/b1 = 0.990171, |B2|/b1 = 0.595446
h=1: S = 0.054931, P = -0.023444 b1^2/u
h=1: X = 0.028567 b1^2/u, rho = 0.65998
h=1: |P+rho S| = 0.012809 b1^2/u
h=1, b2 sign +1: G_ac, G_op = 0.001460, 0.053471 b1^2/u
h=1, b2 sign -1: G_ac, G_op = 0.030027, 0.024904 b1^2/u
Intensities per cell divided by b1^2 (dimensionless):
b2 sign +1, h=0, Q=0.2356 1/A: ac 0.000432, op 0.000074
b2 sign +1, h=1, Q=1.8064 1/A: ac 0.001213, op 0.009104
b2 sign +1, h=2, Q=3.3772 1/A: ac 0.083406, op 0.014070
b2 sign +1, h=3, Q=4.9480 1/A: ac 0.007593, op 0.060351
b2 sign +1, h=4, Q=6.5188 1/A: ac 0.261837, op 0.042986
b2 sign -1, h=0, Q=0.2356 1/A: ac 0.000021, op 0.000158
b2 sign -1, h=1, Q=1.8064 1/A: ac 0.024958, op 0.004240
b2 sign -1, h=2, Q=3.3772 1/A: ac 0.003957, op 0.030344
b2 sign -1, h=3, Q=4.9480 1/A: ac 0.166587, op 0.027785
b2 sign -1, h=4, Q=6.5188 1/A: ac 0.011277, op 0.094309
h=1 reversal interval: 0.0537 < q a/pi < 0.7602
h=1, q a/pi=0.02, b2 sign +1: ac 0.018512, op 0.006847
h=1, q a/pi=0.02, b2 sign -1: ac 0.298414, op 0.003039
h=1, q a/pi=1.00, b2 sign +1: ac 0.003318, op 0.015842
h=1, q a/pi=1.00, b2 sign -1: ac 0.003318, op 0.015842
N=1000: U1, U2 = 0.008217, 0.006832 A^2
N=10000: U1, U2 = 0.010380, 0.008995 A^2
growth of U per unit ln N = 0.0009393 A^2
U1-U2 at N=1000, 10000: 0.0013849, 0.0013849 A^2
ring recoil energy at h=4 = 1.11e-05 eV
small-q power for equal |B| = 3.0028
random chains reversed: 1438 of 2000
largest relative intensity error = 4.5e-14
verified
```
